# Hyperdynamics of annealing defects with a uniform basin bias

## Problem

After the hot phase of a collision cascade, defects hop rarely between long-lived basins. Direct molecular dynamics spends nearly all its steps on vibration inside a basin. Hyperdynamics adds a bias energy \(\Delta V\ge 0\) that raises the basin floor and vanishes at the saddles.

Take \(T=600\) K and a bias \(B=0.2\) eV. As a concrete case, one atom of mass 55.85 u moves along one coordinate \(x\), with hop length \(L=0.248\) nm and

\[
V(x)=\frac{E_i}{2}\left[1-\cos\frac{2\pi x}{L}\right],
\]

where \(E_R=0.65\) eV for \(x>0\) and \(E_L=0.75\) eV for \(x<0\). The saddles lie at \(x=\pm L/2\). Inside the basin \(\Delta V=B\,S(V)\), where

\[
S=1-3u^2+2u^3,\qquad u=\frac{V-V_1}{V_2-V_1},
\]

between \(V_1=0.15\) eV and \(V_2=0.50\) eV, with \(S=1\) below and \(S=0\) above.

1. By what factor does an ideal uniform bias accelerate escape, and what happens to the branching between exits?
2. How much of this survives with the given switch, and what are the waiting times?
3. How is physical time recovered from the biased run?
4. How far from the saddle must the bias vanish?
5. When does the method fail?

## Solution

### 1. The ideal factor

Write \(\beta=1/kT\), and measure \(V\) from the basin minimum. Assume classical motion and thermal equilibrium within the basin before escape. Let

\[
Z=\int_{\rm basin}e^{-\beta V}dx .
\]

The probability density at saddle \(i\) is \(e^{-\beta E_i}/Z\). Transition-state theory (TST) counts every outward crossing as an escape. The mean outward part of the Maxwell velocity is

\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}},
\]

so that

\[
k_i=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\beta E_i}}{Z}.
\]

The bias leaves \(E_i\) unchanged and replaces \(Z\) by \(Z_b=\int e^{-\beta(V+\Delta V)}dx\). Hence

\[
\frac{k_{i,b}}{k_i}=\frac{Z}{Z_b}
=\frac{1}{\langle e^{-\beta\Delta V}\rangle},
\]

with the average taken in the unbiased basin. The ratio does not contain \(i\): within TST all exits speed up equally and their branching is kept. With many coordinates the same argument holds if \(\Delta V=0\) on the thermally populated part of each dividing surface.

If \(\Delta V=B\) over practically all the thermal weight, the factor is \(e^{\beta B}\). Here \(kT=0.05170\) eV, so

\[
\beta B=3.868,\qquad e^{\beta B}=47.85 .
\]

This is also an upper limit for a bias with \(\Delta V\le B\), because then \(e^{-\beta\Delta V}\ge e^{-\beta B}\) everywhere.

**Incomplete cover.** Let a fraction \(f\) of the unbiased thermal weight carry no bias and the rest carry \(B\). Then

\[
\frac{Z}{Z_b}=\frac{1}{f+(1-f)e^{-\beta B}} .
\]

For \(f=0.01\) this gives \(1/(0.0100+0.0207)=32.6\). One per cent of uncovered weight costs about a third of the gain, since the biased weight has itself shrunk to about two per cent.

### 2. The given switch and the waiting times

The switch must not create a new trap. Since the biased energy is \(V+BS(V)\), it rises with \(V\) if \(1+B\,dS/dV>0\). From

\[
\frac{dS}{dV}=-\frac{6u(1-u)}{V_2-V_1},
\]

the steepest slope occurs at \(u=1/2\) and equals \(-1.5/(0.35\ \text{eV})\). Thus \(B|dS/dV|\le0.86\), and the condition holds. For this form of switch, the width must exceed \(1.5B=0.30\) eV.

Integration over the basin gives \(Z=0.03888\) nm and \(Z_b=0.0008264\) nm, so

\[
\frac{Z}{Z_b}=47.05 .
\]

The small thermal weight above 0.15 eV therefore lowers the ideal factor by 1.7 per cent.

The one-way thermal speed is 0.1192 nm/ps. For the right exit,

\[
k_R=\frac{0.1192}{0.03888}\,e^{-0.65/0.05170}\ \text{ps}^{-1}
=1.06\times10^7\ \text{s}^{-1}.
\]

Likewise \(k_L=1.54\times10^6\) s\(^{-1}\). The mean TST wait is \(1/(k_R+k_L)=82\) ns without bias and \(82.1/47.05=1.75\) ns with it. If evaluating the bias makes each step \(c\) times dearer, the saving in computing time is \(47/c\).

### 3. The physical clock

Each biased step \(dt\) is credited with \(e^{\beta\Delta V}dt\). Its average in the biased basin is

\[
\langle e^{\beta\Delta V}\rangle_b
=\frac{1}{Z_b}\int e^{-\beta(V+\Delta V)}e^{\beta\Delta V}dx
=\frac{Z}{Z_b},
\]

which is the factor by which the TST rates were raised. The clock thus restores the mean waiting time. It does not make individual vibrations physical, and it needs the basin to be well sampled before escape. In the strongly damped version of the example, the product of biased escape time and basin relaxation rate is about 15,000, so this separation is ample.

### 4. Why a bias-free saddle point is not enough

TST ignores recrossing. The actual rate is \(\kappa k_i\), where \(\kappa\) is the net fraction of the one-way flux that leads to escape. It stays practically unchanged if the bias is absent wherever a trajectory may still turn back with appreciable probability.

**Strong damping.** Let \(U\) be the potential in use, \(D\) the diffusion constant and \(p\) the density. The current is

\[
J=-D\,e^{-\beta U}\frac{d}{dx}\left(e^{\beta U}p\right).
\]

During slow escape \(J\) is nearly constant across the barrier. Multiply by \(e^{\beta U}\) and integrate from the basin minimum to the neighbouring minimum, where the atom is removed and \(p=0\). In the basin \(e^{\beta U}p=1/Z_U\), so

\[
J\int e^{\beta U}dx=\frac{D}{Z_U}
\quad\Rightarrow\quad
k=\frac{D}{Z_U I_U},\qquad I_U=\int e^{\beta U}dx .
\]

The acceleration is now \((Z/Z_b)(I/I_b)\). The second factor is less than one if the bias reaches the barrier top.

Suppose a uniform bias extends to a distance \(w\) from each saddle. Near the right saddle \(V\simeq E_R-kT\,y^2/2\sigma^2\), with \(y\) the distance from it. The curvature of the cosine gives

\[
\sigma=\frac{L}{2\pi}\sqrt{\frac{2kT}{E_R}}=0.0157\ \text{nm}.
\]

The part of the Gaussian integral beyond \(w\) on the basin side is multiplied by \(e^{\beta B}\). Therefore

\[
\frac{I_b}{I}\simeq1+(e^{\beta B}-1)\,\frac12\,
\mathrm{erfc}\!\left(\frac{w}{\sqrt2\,\sigma}\right).
\]

For \(w=0.002\) nm this is about 22, and the acceleration falls to about 2.2. For larger \(w\) the cosine lies above the parabola, and the formula underestimates \(I_b/I\). Solving the damped escape problem numerically for both exits gives:

| bias-free distance (nm) | TST factor | damped factor |
|---|---:|---:|
| 0.002 | 47.85 | 2.2 |
| 0.030 | 47.84 | 19 |
| 0.060 | 47.20 | 46.4 |

In this limit the bias must vanish over several \(\sigma\), and TST gives no warning if it does not.

The smooth switch of the problem gives a damped factor of 46.68, because it still raises the lower flanks slightly. The clock corrects \(Z\) but not \(I\), so it overestimates the true escape time by \(47.05/46.68-1=0.8\) per cent, in agreement with the computed ratio 1.0078.

The damped right-to-left odds are 6.42 without bias and 6.37 with it. They lie below the TST odds of 6.92 because \(I\) contains the barrier width, proportional to \(E_i^{-1/2}\). This multiplies the odds by \(\sqrt{0.65/0.75}=0.93\).

**Finite inertia.** Near a parabolic top, with \(q\) the displacement from the saddle,

\[
\ddot q+\gamma\dot q-\omega^2q=R/m,
\]

where \(\gamma\) is the friction rate and the random force obeys \(\langle R(t)R(t')\rangle=2m\gamma kT\,\delta(t-t')\). Let \(\lambda>0\) solve \(\lambda(\lambda+\gamma)=\omega^2\), and define \(y=\dot q+(\lambda+\gamma)q\). Then

\[
\dot y=\lambda\dot q+\omega^2q+R/m=\lambda y+R/m .
\]

For a start at \(q=0\) with velocity \(v\), the final side is the sign of \(v+\xi\), where \(\xi=\int_0^\infty e^{-\lambda t}R\,dt/m\) is Gaussian with variance \(\gamma kT/(m\lambda)\). Weight the starts by \(v\,e^{-mv^2/2kT}\), divide by the outward flux and integrate by parts:

\[
\kappa=\int_{-\infty}^{\infty}e^{-mv^2/2kT}p_\xi(v)\,dv
=\frac{1}{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega}.
\]

The last equality uses \(\lambda+\gamma=\omega^2/\lambda\). Solving for \(\lambda\) yields Kramers' expression

\[
\kappa=\sqrt{1+\left(\frac{\gamma}{2\omega}\right)^2}-\frac{\gamma}{2\omega}.
\]

For the right exit \(\omega=18.98\) rad/ps. With a chosen friction \(\gamma=20\) ps\(^{-1}\), this gives \(\kappa=0.603\). Trajectories in the full cosine potential give 0.599 both with and without the smooth bias, with a sampling error near 0.005. At this friction recrossing thus lengthens both waits alike: using 0.599 for both exits, they become about 137 ns and 2.9 ns.

### 5. Limits of validity

**Leakage at one saddle.** A bias \(\delta\) covering the top of one barrier multiplies that exit's rate by \(e^{-\beta\delta}\) relative to the others. For \(\delta=0.02\) eV this is 0.679; the damped calculation gives 0.681. The sequence of defect events is then distorted, and a common clock cannot repair it.

**Weak friction.** If the hop coordinate loses energy slowly, a trajectory entering over a saddle can cross the whole basin and leave again. The bias slows it inside the basin and so reduces the energy lost on the way. Then \(\kappa\) is smaller with the bias than without it, and the clock does not correct this. The equality of \(\kappa\) found at \(\gamma=20\) ps\(^{-1}\) does not carry over to much weaker friction.

**Many modes.** A switch governed by the total potential energy fails in a large crystal. In \(d\) harmonic modes the mean potential energy is \(d\,kT/2\), or 0.31 eV for \(d=12\) and 0.78 eV for \(d=30\). With 12 modes the system is seldom below 0.15 eV, where the bias is full; with 30 it is seldom even below 0.50 eV, where the bias ends. With the same switch, the factor is 41 for 3 modes, 3.8 for 12 and 1.02 for 30. The bias should depend on local coordinates that detect an approaching hop.

**Temperature.** At 610 K the ideal factor is 44.9. A clock set to 600 K while the lattice is at 610 K overcounts time by \(47.85/44.91-1=6.5\) per cent. During the cascade itself there is no single temperature, and this derivation does not apply.

**Quantum motion.** Wigner's leading tunnelling correction, quoted here without derivation, is \(1+(\beta\hbar\omega)^2/24\). With \(\hbar\omega=12.5\) meV it raises the right-hand rate by 0.24 per cent. It depends on the barrier top, which the bias leaves unchanged, so it cancels from the acceleration. Quantisation of the vibration in the well raises the rate by about as much again. It too nearly cancels, because the bias is constant over the well floor.

**Counting.** Exponential waiting times have a standard deviation equal to their mean. The mean of \(n\) independent waits therefore has relative error \(1/\sqrt n\), or 10 per cent for 100 escapes. This exceeds the loss caused by the switch.

### The model beside irradiated iron

The mass, the hop length and the 0.65 eV barrier are roughly those of a vacancy in body-centred cubic iron; the second barrier imitates a disturbed neighbourhood. An isolated vacancy has eight equivalent hops. Eight exits, each with the rate \(k_R\) found here, would shorten the unbiased TST wait from 82 to about 12 ns, without changing the ideal acceleration.

A more serious departure is the presence of self-interstitials, whose migration barrier in iron is roughly 0.3 eV. If the same switch acted on their hop, it would leave \(BS(0.30\ \text{eV})=0.12\) eV at their saddle and suppress that exit about tenfold relative to bias-free exits within TST. It would also multiply the curvature of that barrier top by \(1+B\,dS/dV=0.16\), so recrossing increases and the true suppression is larger. Such fast defects should first be followed by direct dynamics. If any remain mobile afterwards, the switch range must be moved down so that the bias vanishes before the lowest active saddle. Reducing \(B\) alone is not enough, and the lower range permits only a smaller acceleration. Interstitial clusters that glide in one dimension over barriers comparable with \(kT\) or smaller leave no such range: their motion is not a rare event, and a bias of this form cannot be applied to it. The waiting times are results of this one-coordinate model, not predictions for iron. The numerical output below lists the values used.

## Table of computed values

```
Temperature: 600 K; kT = 0.05170 eV
Bias B = 0.20 eV; B/kT = 3.8682
Ideal boost exp(B/kT) = 47.85
Barriers right, left: 0.65, 0.75 eV
Hop length: 0.248 nm; mass: 55.85 u
Bias switched off from V = 0.15 to 0.50 eV
Z unbiased = 0.03888 nm; Z biased = 0.0008264 nm
Harmonic estimate of Z = 0.03810 nm
Boost Z/Z_b = 47.05
Boost from damped escape times = 46.68
Biased clock / true escape time = 1.0078
One-way thermal flux speed = 0.1192 nm/ps
TST rate right = 1.064e+07 1/s
TST rate left = 1.538e+06 1/s
TST mean wait unbiased = 82.1 ns
TST mean wait biased = 1.75 ns
TST odds right:left = 6.918
Damped odds unbiased = 6.420
Damped odds biased = 6.370
Leak 0.02 eV on right saddle: odds times 0.681
  predicted exp(-leak/kT) = 0.679
Sharp bias below 0.10 eV: uncovered f = 0.0543
  boost two-level = 13.49
  boost from escape times = 13.49
Boost with 1 percent uncovered = 32.6
Bias-free gap 0.002 nm: TST 47.85, damped 2.18
Bias-free gap 0.030 nm: TST 47.84, damped 18.84
Bias-free gap 0.060 nm: TST 47.20, damped 46.40
Biased escape time x relaxation rate = 15437
Well angular frequency (right side) = 18.98 rad/ps
Friction in trajectories = 20 1/ps
kappa unbiased = 0.599; biased = 0.599
kappa Kramers = 0.603
Total-energy switch, 3 modes: boost 41.36
Total-energy switch, 12 modes: boost 3.83
Total-energy switch, 30 modes: boost 1.02
  12 modes by sampling: boost 3.83
Barrier quantum hbar*omega = 12.50 meV
Wigner tunnelling factor = 1.0024
Ideal boost at 610 K = 44.91
Counting error, 100 escapes = 10 percent
```
